# The one-half rule for the vibrational conductance step of a single level

## The one-half rule

A single level \(\varepsilon_0\), coupled with equal widths \(\Gamma/2\) to two leads and with strength \(M\) to a vibration of quantum \(\Omega=\hbar\omega\), shows a conductance step at \(eV=\Omega\). At zero temperature, to order \(M^2\), with the vibration held in its ground state,

\[
\frac{\Delta\mathcal G}{G_0}=\frac{4M^2}{\Gamma^2}\,T_LT_R\,(1-T_L-T_R)\;\longrightarrow\;\frac{4M^2}{\Gamma^2}\,T^2(1-2T)\quad(\Omega\ll\Gamma),
\]

where \(G_0=2e^2/h\) and \(T_L\), \(T_R\) are the elastic transmissions at the two chemical potentials at threshold. The sign follows \(1-2T\), but the step is not simply proportional to it, because the prefactor carries \(T^2\). The crossover moves away from \(1/2\) when \(\Omega\) is comparable with \(\Gamma\), when the couplings differ, or when the mode heats.

### Model and current

The Hamiltonian is \(H=\varepsilon_0 d^\dagger d+H_{\rm leads}+\Omega\,b^\dagger b+M\,d^\dagger d\,(b+b^\dagger)\), with energy-independent widths \(\Gamma_L,\Gamma_R\), \(\Gamma=\Gamma_L+\Gamma_R\), and no electron repulsion. At \(M=0\),

\[
G=\frac{1}{E-\varepsilon_0+i\Gamma/2},\quad A=-2\,{\rm Im}\,G=\Gamma|G|^2,\quad T=\Gamma_L\Gamma_R|G|^2,\quad \tau=\frac{\Gamma^2|G|^2}{4}.
\]

Here \(\tau=T/T_{\max}\) with \(T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2\), so \(\tau=T\) for equal widths. The bias is \(U=eV=\mu_L-\mu_R>0\), and \(f_\alpha=\theta(\mu_\alpha-E)\). The level is occupied according to \(F=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma\), so \(-iG^<=AF\) and \(iG^>=A(1-F)\). Currents are per spin, as \(e\) times the particle flow from left to right; a slope \(dI/dU=(e/h)\,s\) then means a two-spin conductance \(sG_0\). The step is \(\Delta\mathcal G=\lim_{\delta\to0}[\mathcal G(\Omega+\delta)-\mathcal G(\Omega-\delta)]\).

The flow from lead \(\alpha\) into the level is the in-rate minus the out-rate (Meir–Wingreen), \(J_\alpha=(e/h)\int dE\,\Gamma_\alpha[f_\alpha\,iG^>-(1-f_\alpha)(-iG^<)]\). With the vibration present, the Keldysh equation gives \(iG^>=|G|^2[\Gamma(1-F)+S^>]\) and \(-iG^<=|G|^2[\Gamma F+S^<]\), where \(S^>=i\Sigma^>\) and \(S^<=-i\Sigma^<\). In the lead part of \(J_L\), \(f_L\Gamma(1-F)-(1-f_L)\Gamma F=\Gamma(f_L-F)=\Gamma_R(f_L-f_R)\). At order \(M^2\) therefore

\[
\delta I=\frac eh\int dE\,\Big\{\Gamma_L\Gamma_R\,\delta|G|^2\,(f_L-f_R)+\Gamma_L|G|^2\big[f_LS^>-(1-f_L)S^<\big]\Big\},
\]

with \(\delta G=G^2\Sigma\) and hence \(\delta|G|^2=2\,{\rm Re}(G^*G^2\Sigma)=2|G|^2\,{\rm Re}(G\Sigma)\). The first term is the elastic correction, the second the inelastic current.

At order \(M^2\) the exchange self-energy is the electron propagator times the correlation of \(Q=b+b^\dagger\): \(\Sigma^>(t)=M^2G^>(t)\langle Q(t)Q(0)\rangle\) and \(\Sigma^<(t)=M^2G^<(t)\langle Q(0)Q(t)\rangle\), with \(\langle Q(t)Q(0)\rangle=(n+1)e^{-i\omega t}+ne^{i\omega t}\). A factor \(e^{\mp i\omega t}\) shifts the energy argument to \(E\mp\Omega\). For \(n=0\),

\[
S^>(E)=M^2A(E-\Omega)\,[1-F(E-\Omega)],\qquad S^<(E)=M^2A(E+\Omega)\,F(E+\Omega).
\]

An electron leaves energy \(E\) by emitting into an empty state below, or arrives from a filled state above. The retarded function has \({\rm Im}\,\Sigma=-(S^>+S^<)/2\), and its real part is the Hilbert transform plus the Hartree shift:

\[
\Sigma(E)=-\frac{2M^2N}{\Omega}+M^2\!\int\!\frac{dE'}{2\pi}A(E')\left[\frac{1-F(E')}{E-E'-\Omega+i0}+\frac{F(E')}{E-E'+\Omega+i0}\right].
\]

The shift arises because the mean charge \(N\) on the level displaces the oscillator: minimizing \(\Omega\beta^2+2M\beta N\) over \(\beta=\langle b\rangle\) gives \(\beta=-MN/\Omega\), and the level moves by \(2M\beta\). The current is conserved: \(J_L+J_R=(e/h)\int A[FS^>-(1-F)S^<]\,dE\), and the substitution \(E\to E-\Omega\) turns the second term into the first.

### The step

Inside the window \(\mu_R<E<\mu_L\), \(F=\Gamma_L/\Gamma\) and \(1-F=\Gamma_R/\Gamma\). The function \(S^>(E)\) needs \(E-\Omega>\mu_R\), and \(S^<(E)\) needs \(E+\Omega<\mu_L\). For \(U<\Omega\) neither holds within the window: Pauli blocking forbids emission. For \(U>\Omega\) two strips of width \(x=U-\Omega\) open. With subscripts \(L,R\) on \(G\) and \(\tau\) marking evaluation at \(\mu_L,\mu_R\) at threshold, and using \(A\,\Gamma_R/\Gamma=\Gamma_R|G|^2\),

\[
S^>=M^2\Gamma_R|G_R|^2\ \ (\mu_L-x<E<\mu_L),\qquad S^<=M^2\Gamma_L|G_L|^2\ \ (\mu_R<E<\mu_R+x).
\]

A constant integrand over a strip of width \(x\) gives a current \(\propto x\,\theta(x)\), which is a step in \(dI/dU\).

In the inelastic current, \((1-f_L)S^<\) needs \(E>\mu_L\) and \(E+\Omega<\mu_L\) together, so it vanishes. The term \(f_LS^>\) lives on the upper strip and gives the step

\[
P=M^2\,\Gamma_L\Gamma_R\,|G_L|^2|G_R|^2>0 .
\]

The golden-rule emission rate is \((2\pi M^2/\hbar)\int dE\,(AF/2\pi)_E\,(A(1-F)/2\pi)_{E-\Omega}=Px/h\), so this term counts one electron per emitted quantum.

In the elastic correction the imaginary part of \(\Sigma\) contributes \(2|G|^2(-{\rm Im}\,G\,{\rm Im}\,\Sigma)\). With \({\rm Im}\,G=-\Gamma|G|^2/2\) this is \(\delta|G|^2=\Gamma|G|^4\,{\rm Im}\,\Sigma=-\Gamma|G|^4(S^>+S^<)/2\). The upper strip gives \(-\Gamma_L\Gamma_R\Gamma|G_L|^4M^2\Gamma_R|G_R|^2/2=-P\,\Gamma_R\Gamma|G_L|^2/2\), and the lower strip gives \(-P\,\Gamma_L\Gamma|G_R|^2/2\). Since \(\Gamma|G|^2/2=2\tau/\Gamma\),

\[
\frac{\Delta\mathcal G}{G_0}=P\left[1-\frac{2(\Gamma_R\tau_L+\Gamma_L\tau_R)}{\Gamma}\right].
\]

The division of the bias between the leads enters through the values of \(G_L\) and \(G_R\). For \(\Gamma_L=\Gamma_R=\Gamma/2\) the bracket is \(1-T_L-T_R\), and \(|G|^2=4T/\Gamma^2\) gives \(P=M^2(\Gamma^2/4)(16T_LT_R/\Gamma^4)=4M^2T_LT_R/\Gamma^2\), which is the stated result.

### The real part adds a logarithm, not a step

The charge \(N\) is a sum of arctangents of \(\mu_\alpha-\varepsilon_0\), smooth in \(U\); counting both spins doubles it and leaves it smooth. The Hilbert transform is singular at \(E=\mu_\alpha+\Omega\) and \(E=\mu_\alpha-\Omega\). Of these points \(\mu_L+\Omega\) and \(\mu_R-\Omega\) stay a distance \(\Omega\) outside the window, while \(\mu_R+\Omega\) and \(\mu_L-\Omega\) cross its edges at threshold. Because \(\int_\mu dE'/(y-E')\) contains \(+\ln|y-\mu|\) and \(\int^\mu dE'/(y-E')\) contains \(-\ln|y-\mu|\),

\[
{\rm Re}\,\Sigma\supset\frac{M^2}{2\pi}\Big[\Gamma_R|G_R|^2\ln|E-\Omega-\mu_R|-\Gamma_L|G_L|^2\ln|E+\Omega-\mu_L|\Big].
\]

This enters through \(\delta|G|^2=2|G|^2\,{\rm Re}\,G\,{\rm Re}\,\Sigma\). Integrating the first logarithm up to \(\mu_L\) gives \(x\ln|x|\). Integrating the second from \(\mu_R\), where its argument starts at \(s=-x\), gives \(-s\ln|s|\) at \(s=-x\), again \(x\ln|x|\). Differentiation yields \(\mathcal G\supset C\ln|x|\) with

\[
\frac{C}{G_0}=\frac{P}{\pi}\,\big(\Gamma_R\,{\rm Re}\,G_L-\Gamma_L\,{\rm Re}\,G_R\big).
\]

The logarithm is even in \(x\) and cancels in \(\Delta\mathcal G\). For equal widths put \(u_\alpha=\mu_\alpha-\varepsilon_0\), \(g=\Gamma/2\), \(D_\alpha=u_\alpha^2+g^2\). Then \({\rm Re}\,G_L-{\rm Re}\,G_R=(u_LD_R-u_RD_L)/D_LD_R=\Omega(g^2-u_Lu_R)/D_LD_R\), and

\[
1-T_L-T_R=\frac{D_LD_R-g^2(D_L+D_R)}{D_LD_R}=\frac{u_L^2u_R^2-g^4}{D_LD_R},\qquad \frac{C}{\Delta\mathcal G}=-\frac{g\,\Omega}{\pi(u_Lu_R+g^2)} .
\]

For equal widths and \(\Omega\ll\Gamma\) the coefficient is therefore of relative order \(\Omega/\Gamma\) or smaller, and it vanishes with the step at \(u_Lu_R=g^2\). For unequal widths \(C/\Delta\mathcal G\) tends instead to \((\Gamma_R-\Gamma_L)\,{\rm Re}\,G/[\pi(1-2\tau)]\), which off resonance does not vanish with \(\Omega\). The expansion needs \(|G\Sigma|\ll1\). For the Hartree shift on resonance, with \(N=1/2\), this quantity is \(2M^2/\Omega\Gamma\), so the limit \(\Omega\ll\Gamma\) must be taken with \(M^2\ll\Omega\Gamma\). On resonance \(|G|=2/\Gamma\), so the logarithmic part of \(|G\Sigma|\) is about \((2M^2/\pi\Gamma^2)|\ln(|x|/\Omega)|\), which reaches one only exponentially close to threshold. A wider limit comes from the vibration itself, which the electrons modify at order \(M^2\). The electronic energy contains \(\tfrac12M^2Q^2\,dN/d\varepsilon_0\), and \(\langle Q^2\rangle=2n+1\), so the quantum shifts by \(M^2\,dN/d\varepsilon_0\), which is \(-2M^2/\pi\Gamma\) per spin on resonance for \(\Omega\ll\Gamma\). The difference of absorption and emission rates gives it a width of about \(8M^2\Omega/\pi\Gamma^2\) per spin, to which any external damping adds. With the parameters of the worked example these are about \(5.7\times10^{-4}\) eV and \(1.1\times10^{-4}\) eV. Holding the mode in its ground state takes an external width well above the electronic one. The second-order result therefore fails within a distance of the bare threshold set by \(M^2/\Gamma\) or by the total width of the mode, whichever is larger; there the step is displaced and rounded.

### Why the charge per emission is \(1-T_L-T_R\)

The bracket is the extra charge, in units of \(e\), delivered to the right lead per emitted quantum. Near \(\mu_L\) the scattering states incident from the left are filled. Near \(\mu_R\) the empty states are those incident from the right. An emission takes an electron out of a left-incident state, which would have ended on the right with probability \(T_L\), and puts it into a right-incident state, which ends on the right with probability \(1-T_R\). The change is \((1-T_R)-T_L\). In tunnelling an electron that would have been reflected crosses: \(+1\), a new channel. At full transmission a right-mover becomes a left-mover: \(-1\), backscattering.

This count uses probabilities and omits interference between left- and right-incident amplitudes at the same energy. An absorber shows when that is allowed, since \({\rm Im}\,\Sigma=-\gamma/2\) acts on the elastic wave as an absorbing potential on the level. With \(t=-i\sqrt{\Gamma_L\Gamma_R}\,G\), \(r=1-i\Gamma_LG\) and \({\rm Im}\,G=-(\Gamma+\gamma)|G|^2/2\), one has \(|r|^2=1-\Gamma_L(\Gamma+\gamma)|G|^2+\Gamma_L^2|G|^2\), so the flux lost is \(1-|r|^2-|t|^2=\gamma\Gamma_L|G|^2\). On the upper strip \(\gamma=S^>\) and this loss equals \(P\). The transmitted flux falls by \(\Gamma_L\Gamma_R\Gamma|G|^4\gamma/2\). The ratio is

\[
s=\frac{\Gamma_R\Gamma|G|^2}{2}=T\,\frac{\Gamma}{2\Gamma_L}=T+\frac{(\Gamma_R-\Gamma_L)\Gamma_R|G|^2}{2}.
\]

The last term is what the count omits, and it vanishes for equal widths. The lower strip gives the same expression with \(L\leftrightarrow R\), for holes incident from the right. Without symmetry \(s\) is not a probability. Wave matching for a weak absorber on a site between two tight-binding chains, with couplings \(v_L=0.3\), \(v_R=0.6\) in units of the chain hopping and \(\Gamma_\alpha\propto v_\alpha^2\), gives \(T=0.6265\) and \(s=1.566\), in line with \(\Gamma/2\Gamma_L=(0.09+0.36)/0.18=2.5\). The transmitted beam loses more than is absorbed, so the reflected beam grows.

### Size

For equal widths and \(\Omega\ll\Gamma\), the relative step is \(\Delta\mathcal G/\mathcal G=(4M^2/\Gamma^2)T(1-2T)=M^2(1-2T)/(\varepsilon_0^2+\Gamma^2/4)\), with \(\varepsilon_0\) measured from the Fermi level. It tends to \(M^2/\varepsilon_0^2\) for \(|\varepsilon_0|\gg\Gamma\). At \(T=1\) the drop is \(4M^2/\Gamma^2\) in units of \(G_0\). The derivative of \(T^2(1-2T)\) is \(2T(1-3T)\), so the largest rise occurs at \(T=1/3\) and is \(1/27\) of the size of that drop.

### Where one half moves

*Finite \(\Omega\).* For \(\mu_{L,R}=\pm\Omega/2\), \(u_Lu_R=\varepsilon_0^2-\Omega^2/4\). The root \(u_Lu_R=g^2\) gives \(\varepsilon_0^2=(\Gamma^2+\Omega^2)/4\), and the zero-bias transmission there is \(g^2/(\varepsilon_0^2+g^2)=1/(2+\Omega^2/\Gamma^2)\), which is \(0.4237\) at \(\Omega=0.6\,\Gamma\). The root \(u_Lu_R=-g^2\) exists for \(\Omega>\Gamma\). On resonance \(T_L=T_R=1/(1+\Omega^2/\Gamma^2)\) is then below \(1/2\) and the step is positive, \(0.1457\,M^2/\Gamma^2\) in units of \(G_0\) at \(\Omega=1.5\,\Gamma\), although the zero-bias transmission is one.

*Unequal widths.* For \(\Omega\ll\Gamma\) the bracket is \(1-2\tau\), and the zero lies at \(T=T_{\max}/2\), which is \(0.32\) for \(\Gamma_L=0.8\,\Gamma\). The finite-\(\Omega\) shift is now of first order: for symmetric bias the weighted mean is \(\tau+(\Omega/2)\tau'(\Gamma_R-\Gamma_L)/\Gamma\), with \(\tau'=d\tau/dE=-2ug^2/D^2=1/\Gamma\) at \(u=-g\). At \(\Omega=0.004\,\Gamma\) this puts the zero at \(T=0.3208\) for a level above the Fermi energy; for a level below it, \(\tau'\) changes sign and the zero lies at \(T=0.3192\).

*Undamped mode.* If electrons are the sole bath, \(n\) follows from \((n+1)R_e=nR_a\). For equal widths and constant \(A\), each pair of leads contributes \(\max(\mu_\alpha-\mu_\beta\mp\Omega,0)\) with equal weight. Above threshold \(R_e\propto U-\Omega\) and \(R_a\propto\Omega+\Omega+(U+\Omega)\), so \(n=R_e/(R_a-R_e)=(U-\Omega)/4\Omega\), of order \(M^0\). In \(\Sigma\) the numerators become \(1-F+n\) and \(F+n\), adding \(nM^2[G(E-\Omega)+G(E+\Omega)]\approx2nM^2G\). To evaluate its effect, note that \(J_\alpha=(e/h)\int\Gamma_\alpha[f_\alpha A-(-iG^<)]\). Conservation allows \(I=(\Gamma_RJ_L-\Gamma_LJ_R)/\Gamma\), in which \(G^<\) cancels, leaving \(\delta I=(e/h)(\Gamma/4)\int\delta A\,(f_L-f_R)\) with \(\delta A=-2\,{\rm Im}(G^2\Sigma)\). Since \(2G^3=\partial^2G/\partial\varepsilon_0^2\) and \(T=\Gamma A/4\), the added current is \((e/h)\,U\,nM^2T''\), whose slope at threshold is \(\Omega\cdot M^2T''/4\Omega\). From \(T=g^2/D\), \(T''=g^2(6u^2-2g^2)/D^3=6g^2/D^2-8g^4/D^3=(4/\Gamma^2)T^2(6-8T)\). Adding a quarter of this to the damped step,

\[
\frac{\Delta\mathcal G}{G_0}=\frac{4M^2}{\Gamma^2}T^2\Big[(1-2T)+\Big(\frac32-2T\Big)\Big]=\frac{4M^2}{\Gamma^2}T^2\Big(\frac52-4T\Big),
\]

with its zero at \(T=5/8\).

### Worked example

Take round model parameters \(\Gamma_L=\Gamma_R=0.5\) eV, \(\Omega=0.05\) eV, \(M=0.03\) eV, \(\mu_{L,R}=\pm0.025\) eV, so \(4M^2/\Gamma^2=3.6\times10^{-3}\). For \(\varepsilon_0=0.25\) eV,

\[
T_L=\frac{0.25}{(0.025-0.25)^2+0.25}=0.8316,\qquad T_R=\frac{0.25}{(0.025+0.25)^2+0.25}=0.7678 .
\]

The inelastic part is \(P=3.6\times10^{-3}\times0.83160\times0.76775=2.298\times10^{-3}\), the elastic part is \(-P(T_L+T_R)=-3.676\times10^{-3}\), and the step is \(-1.378\times10^{-3}G_0=-0.107\ \mu\)S with \(G_0=77.48\ \mu\)S, or \(-0.17\,\%\) of the zero-bias conductance \(0.8\,G_0\). These digits belong to the order-\(M^2\) term alone. The Hartree shift of the level is \(-0.013\) eV per spin here; inserted into the same formula it gives \(-1.51\times10^{-3}G_0\) with one spin counted and \(-1.65\times10^{-3}G_0\) with both, which indicates the size of higher orders. In the table, steps are in units of \(10^{-3}G_0\), and "flat" means the \(\Omega\ll\Gamma\) form evaluated with the zero-bias \(T\). The undamped step at finite \(\Omega\) comes from Gauss quadrature of the whole order-\(M^2\) current, with \(n\) from the rate balance using the energy-dependent \(A\), and the kink is read from \([I(\Omega+\delta)-2I(\Omega)+I(\Omega-\delta)]/\delta\) at small \(\delta\).

| \(\varepsilon_0\) (eV) | \(T\) | damped | flat | undamped | flat |
|---|---|---|---|---|---|
| 0 | 1.0 | −3.564 | −3.600 | −5.349 | −5.400 |
| 0.25 | 0.8 | −1.378 | −1.382 | −1.618 | −1.613 |
| 0.5 | 0.5 | −0.0011 | 0 | +0.4425 | +0.4500 |
| 1.5 | 0.1 | +0.0288 | +0.0288 | +0.0756 | +0.0756 |

On resonance the flat form of the damped step exceeds the finite-\(\Omega\) value by 1 % of the latter. At \(T=0.5\) an inelastic part of \(0.9000\) cancels against an elastic part of \(-0.9011\); the small negative remainder appears because the zero of the order-\(M^2\) term lies at \(\varepsilon_0=0.5006\) eV, \(T=0.4994\). This offset of \(0.0006\) eV is a property of that term alone: at \(\varepsilon_0=0.5\) eV the charge is \(N=1/4\) and the Hartree shift is \(-2M^2N/\Omega=-0.009\) eV, so at this \(M\) the terms of order \(M^4\) exceed the remainder. The undamped zero, by root search on the kink, lies at \(T=0.623\). At \(\varepsilon_0=1.5\) eV the rise is \(0.0288\,\%\) of the conductance, whereas \(M^2/\varepsilon_0^2=0.0400\,\%\): at \(T=0.1\) neither \(\Gamma^2/4\) in the denominator nor the factor \(1-2T\) is negligible. The logarithm has \(C=1.14\times10^{-4}G_0\) on resonance, about 3 % of the magnitude of the step.

### Using the rule

The statements below hold for this one-level model at order \(M^2\) and zero temperature; thermal rounding is not treated.

Taking the difference of conductances at equal distances \(\delta\) above and below threshold removes the term \(C\ln|x|\). It does not remove the smooth bias dependence of the elastic conductance, which is of order \(M^0\) and must be subtracted separately. For equal widths, symmetric bias and \(\Omega\ll\Gamma\), this background adds about \(\delta\,\Omega\,T''/2\) to the difference, in units of \(G_0\). In the worked example with \(\delta=5\) meV it is \(-1.0\times10^{-3}G_0\) on resonance, beside a step of \(-3.56\times10^{-3}G_0\); at \(\varepsilon_0=1.5\) eV it is \(2.6\times10^{-5}G_0\), nearly as large as the damped step itself. Smooth terms of order \(M^2\) also remain in the difference. For the damped mode in this example they amount to 2 % of the step at \(\varepsilon_0=0.25\) eV with one spin counted in the Hartree shift and 5 % with both, and at \(\varepsilon_0=0.5\) eV they exceed the step. For an undamped mode the growth of \(n\) above threshold contributes as well: the current \((e/h)\,U\,nM^2T''\) with \(n=(U-\Omega)/4\Omega\) has the slope \(M^2T''(2U-\Omega)/4\Omega\), so the difference exceeds the step by a further \(M^2T''\delta/2\Omega\), about \(-3.6\times10^{-4}G_0\) on resonance in the example. In \(d^2I/dV^2\) the step is an even peak or dip, the logarithm adds the odd shape \(C/x\), and the elastic conductance adds a smooth background; an undamped mode also adds a jump at threshold. For equal widths a damped mode gives no such jump when the bias is symmetric, but it does when the bias divides unequally, because the emission strips then move with \(U\); a weak \(\ln|x|\) term appears as well. At \(\varepsilon_0=0.25\) eV in the example, with \(\mu_L=U\) and \(\mu_R=0\), the damped jump in \(d\mathcal G/dU\) is \(-1.1\times10^{-2}G_0\) per eV, as large as the undamped jump of \(-1.0\times10^{-2}G_0\) per eV at symmetric bias. A jump alone therefore does not show heating.

For a damped mode and \(\Omega\ll\Gamma\), the sign measures \(\tau=T/T_{\max}\) against \(1/2\), not \(T\) itself. With \(\Omega\ll\Gamma\), a drop at \(T<1/2\) requires unequal widths: for equal widths both the damped and the undamped step are positive there, except that the damped step can be negative within a margin below \(1/2\). The margin is of order \(\Omega^2/\Gamma^2\) for symmetric bias and of order \(\Omega/\Gamma\) when the bias divides unequally: with the \(\Gamma\) and \(\Omega\) of the example, \(\mu_L=U\), \(\mu_R=0\) and \(\varepsilon_0=0.51\) eV, the zero-bias \(T\) is \(0.49\) and the damped step is a drop. With equal widths and \(\Omega\ll\Gamma\), a rise at \(1/2<T<5/8\) excludes the fully damped case and agrees with the undamped one.

For a damped mode, equal widths and \(\Omega\ll\Gamma\), a missing step near \(T=1/2\) does not show weak coupling. Emission proceeds at the rate \(Px/h\) per spin while the charge moved per event vanishes.

To extract \(M/\Gamma\), one inverts \(\Delta\mathcal G/\mathcal G=(4M^2/\Gamma^2)T(1-2T)\) (equal widths, \(\Omega\ll\Gamma\)) away from the zero. With the measured ratio \(\Delta\mathcal G/\mathcal G\) held fixed, a relative error in \(T\) passes into \(M^2/\Gamma^2\) multiplied by \(-d\ln[T(1-2T)]/d\ln T=-(1-4T)/(1-2T)\), whose magnitude is \(1\) in tunnelling, \(0\) at \(T=1/4\), \(3\) at \(T=1\), and diverges at \(T=1/2\); for \(M/\Gamma\) the factor is half as large. The damping must be settled first: at \(T=1\) the undamped step is \(3/2\) of the damped one, and in tunnelling \(5/2\).

Numbers in the example were calculated in double precision.
